# Atomic-layer-etching synergy from control runs, and what 100% means

## Question

I am trying to work out the synergy of an atomic-layer-etching process. One cycle consists of a modification step, a purge, an ion exposure and a second purge. I have three thickness measurements, each on a fresh film of the same material that was 100.0 nm thick at the start:

- full process: 60.0 nm left after 50 cycles;
- modification only, with the ion exposure left out: 94.0 nm left after 200 cycles;
- ions only, with the modification left out: 91.0 nm left after 100 cycles.

Each thickness drop has a standard uncertainty of 0.2 nm. I subtracted the two control drops from the full drop and divided by the full drop:

$$\frac{40-6-9}{40}=62.5\%.$$

A colleague says that this is wrong, but not why. I also don't understand the target. I am told that the ideal synergy is 100%. Does that mean that the whole modified layer is removed in each cycle?

A second pair of control runs confuses me further. There the modification-only film grew from 100.0 to 104.0 nm in 200 cycles, and the ion-only film went from 100.0 to 98.0 nm in 100 cycles. If the full process still removes the same amount per cycle, is that process ideal?

## Answer

Your subtraction is the right idea applied to the wrong quantities. The three drops belong to different numbers of cycles, so they have to be converted to losses per cycle first. As for the target, 100% means that neither step alone thins the film, provided that neither control film gains thickness. It does not mean that the modified layer is completely removed.

### Losses per cycle

Count removal as positive, and divide each drop by the number of cycles in its own run. This assumes that the loss per cycle is steady, so that any different behaviour in the first few cycles is negligible. Call the full-cycle removal $E$, the modification-only loss $\alpha$ and the ion-only loss $\beta$:

$$E=\frac{100.0-60.0}{50}=0.800\ \text{nm/cycle},$$

$$\alpha=\frac{100.0-94.0}{200}=0.030\ \text{nm/cycle},$$

$$\beta=\frac{100.0-91.0}{100}=0.090\ \text{nm/cycle}.$$

The step times, gas flows, temperature and ion energy must be the same in the controls as in the full process. Otherwise $\alpha$ and $\beta$ describe some other process.

### The synergy

If the two steps acted independently, a full cycle would remove $\alpha+\beta$. The excess over this additive expectation is

$$X=E-(\alpha+\beta).$$

The synergy is the excess as a fraction of the full removal, for $E>0$:

$$S=\frac{X}{E}=\frac{E-(\alpha+\beta)}{E}.$$

With your data,

$$X=0.800-(0.030+0.090)=0.680\ \text{nm/cycle},$$

$$S=\frac{0.680}{0.800}=0.850=85.0\%.$$

Your 62.5% charged the full process, which ran for 50 cycles, with the modification loss of 200 cycles and the ion loss of 100. In 50 cycles the controls would have lost $50\times0.030=1.5$ nm and $50\times0.090=4.5$ nm. The comparison at equal cycle number is then $(40-1.5-4.5)/40=85\%$, as above.

### Why the ideal value is 100%

Divide the definition through by $E$ and rearrange:

$$1-S=\frac{\alpha+\beta}{E}.$$

Suppose that both controls show a loss or no change, so that $\alpha\ge0$ and $\beta\ge0$. The right-hand side cannot then be negative, and therefore $S\le100\%$. Equality requires $\alpha+\beta=0$, and two non-negative numbers add to zero only if each is zero. Under this condition,

$$S=100\%\quad\Longleftrightarrow\quad \alpha=0\ \text{and}\ \beta=0.$$

In the ideal process, then, the modification does not etch without ions, the ions do not etch without modification, and the two together do.

The same relation divides your shortfall of 15% between the two steps. The modification-only loss accounts for $0.030/0.800=3.75\%$, and the ion-only loss for $0.090/0.800=11.25\%$. These are losses measured in the controls; the corresponding losses inside a full cycle can be smaller, as shown further below. Suppose you could suppress one loss without changing $X$:

- Without the modification loss, $E=0.680+0.090=0.770$ nm/cycle and $S=0.680/0.770=88.3\%$.
- Without the ion loss, $E=0.680+0.030=0.710$ nm/cycle and $S=0.680/0.710=95.8\%$.
- Without either, $E=0.680$ nm/cycle and $S=100\%$.

With $X$ held fixed, the ideal version of your process would remove less per cycle than the present one. $X$ need not stay fixed, so these three lines are bookkeeping rather than predictions. In the kinetic model below, at $x=3$, setting $r$ to zero raises $X$ from 0.627 to 0.654 nm/cycle, and $E$ falls by 0.058 nm/cycle rather than by $\beta=0.084$ nm/cycle. The ideal case of that model still removes less, 0.654 against 0.741 nm/cycle. A large removal per cycle is not by itself a sign of high synergy.

### Uncertainty

The uncertainties per cycle are $\sigma_E=0.2/50=0.004$, $\sigma_\alpha=0.2/200=0.001$ and $\sigma_\beta=0.2/100=0.002$, all in nm/cycle. From $S=1-(\alpha+\beta)/E$, the derivatives are

$$\frac{\partial S}{\partial\alpha}=\frac{\partial S}{\partial\beta}=-\frac1E,\qquad
\frac{\partial S}{\partial E}=\frac{\alpha+\beta}{E^2}.$$

For independent errors, to first order, the squared contributions add:

$$\sigma_S^2=\frac{\sigma_\alpha^2+\sigma_\beta^2}{E^2}
+\left(\frac{\alpha+\beta}{E^2}\right)^2\sigma_E^2.$$

The first term is $(1+4)\times10^{-6}/0.64=7.8\times10^{-6}$. The second is $(0.1875\times0.004)^2=0.56\times10^{-6}$. Their sum is $8.4\times10^{-6}$, so $\sigma_S=0.0029$, and the result is

$$S=(85.0\pm0.3)\%.$$

Here 0.3 means percentage points. The control runs dominate the uncertainty, which is a good reason to give them many cycles. An error common to all three runs, such as a wrong thickness calibration, is not described by this formula. A pure scale error would cancel in the ratio.

### Your second pair of controls

The modification-only film gained thickness, so its loss is negative:

$$\alpha=\frac{100.0-104.0}{200}=-0.020\ \text{nm/cycle},\qquad
\beta=\frac{100.0-98.0}{100}=+0.020\ \text{nm/cycle}.$$

With $E=0.800$ nm/cycle the formula gives $S=(0.800-0)/0.800=100\%$. This process is not ideal, because the ions still etch unmodified material. The argument above required non-negative losses, and here a gain cancels a loss. A larger gain would even push $S$ above 100%.

A thickness gain may come from deposition, or from swelling as the film takes up reactant. Thickness alone cannot tell these apart, nor can it show whether some material was etched beneath the added layer. Even an unchanged thickness can hide etching that is balanced by an equal gain. Swelling may also stop once the film is saturated. The gain divided by 200 then depends on the length of the control run and is not a steady value per cycle. Report $\alpha$ and $\beta$ separately beside $S$, and find out what the gain consists of before you interpret the percentage.

### Does 100% mean that the whole modified layer is removed?

It does not, and a small kinetic model shows why. Let $\theta$ be the fraction of surface sites that are modified. Removing a complete modified layer takes away a thickness $d$ and exposes unmodified material. Scale the time in each step so that $\tau$ runs from 0 to 1.

During modification,

$$\frac{d\theta}{d\tau}=K(1-\theta),$$

where $K$ measures the exposure to reactant. Let the spontaneous loss in this step be a constant $\alpha$, the same in the full process and in the control. This is a simplification. If spontaneous etching takes modified sites, the loss inside the full cycle is smaller than in the control, because each modification step there begins on a partly bare surface. During the ion step,

$$\frac{d\theta}{d\tau}=-x\theta,\qquad
\text{removal rate}=d\,x\,[\theta+r(1-\theta)].$$

Here $x$ is the scaled ion dose, and $r$ is the removal rate of bare sites relative to modified ones.

Let $\theta_0$ be the coverage when the ions are switched on. The ion equation gives $\theta=\theta_0e^{-x\tau}$, so a coverage $\theta_0e^{-x}$ is left for the next cycle. Modification reduces the unmodified fraction by the factor $e^{-K}$. Once the cycles repeat,

$$1-\theta_0=(1-\theta_0e^{-x})e^{-K}.$$

Collecting the terms in $\theta_0$ gives $\theta_0(1-e^{-K-x})=1-e^{-K}$, or

$$\theta_0=\frac{1-e^{-K}}{1-e^{-K-x}}.$$

To find the removal, write $\theta+r(1-\theta)=r+(1-r)\theta$ and integrate over the ion step, using $x\int_0^1\theta\,d\tau=\theta_0(1-e^{-x})$:

$$E=\alpha+d\,r\,x+(1-r)\,d\,\theta_0(1-e^{-x}).$$

In the ion-only control $\theta=0$ throughout, so $\beta=d\,r\,x$. The remaining term is the excess:

$$X=(1-r)\,d\,\theta_0(1-e^{-x}).$$

Now take the ideal case, $\alpha=0$ and $r=0$. Then $\beta=0$ and $E=X$, so $S=100\%$ for every $x>0$. Yet the ions remove only the fraction $1-e^{-x}$ of the modified layer. For $d=0.70$ nm and $K=4$:

- at $x=0.5$, 39% of the modified layer is removed, and $E=0.273$ nm/cycle;
- at $x=3$, 95% is removed, and $E=0.654$ nm/cycle.

Both have a synergy of 100%. To learn whether a step is saturated, lengthen that step in the full process and in its control, and see whether the excess $X$ levels off. If the loss that the step causes alone grows with the step length, as $\beta=d\,r\,x$ does, $E$ itself keeps rising and does not show the saturation. Synergy and saturation are separate questions.

### What the ion dose does when the steps are not ideal

Keep $d$ and $K$, but set $\alpha=0.030$ nm/cycle and $r=0.04$. These are round model values, not a fit to your film. At $x=3$ the coverage is $\theta_0=0.983$, and

$$\beta=0.70\times0.04\times3=0.084\ \text{nm/cycle},$$

$$X=0.96\times0.70\times0.9826\times0.9502=0.627\ \text{nm/cycle}.$$

Hence $E=0.030+0.084+0.627=0.741$ nm/cycle and $S=0.627/0.741=84.6\%$. The same formulas at two other doses give:

| $x$ | $\beta$ (nm/cycle) | $E$ (nm/cycle) | $S$ |
|---:|---:|---:|---:|
| 0.5 | 0.014 | 0.306 | 85.6% |
| 3 | 0.084 | 0.741 | 84.6% |
| 12 | 0.336 | 1.026 | 64.3% |

The first two rows have nearly the same synergy, although the removal differs by more than a factor of two. The limits explain how this can happen. As $x\to0$, the excess vanishes while $\alpha$ stays fixed, so $S\to0$. As $x\to\infty$, the excess approaches the finite value $(1-r)d(1-e^{-K})$ while $\beta$ grows in proportion to $x$, so again $S\to0$. In between $S$ is positive, so it must rise and then fall, and two different doses can share one value. At long doses $E$ keeps growing, but the growth is ordinary sputtering.

### Two more readings of the number

The synergy can be zero or negative. In the model, $r=1$ makes bare and modified sites equally easy to remove, so $X=0$ and $S=0$. If $r>1$, the modification protects the surface. For $\alpha=0$, $r=1.5$ and $x=3$, the ion-only loss is 3.15 nm/cycle but the full cycle removes only 2.82 nm/cycle, which gives $S=-11.6\%$.

Nor is $S$ in general the share of material that leaves through the modified layer. That removal is

$$M=d\,\theta_0(1-e^{-x})=\frac{X}{1-r}.$$

In the case with $r=0.04$ and $x=3$, $M=0.654$ nm/cycle, which is 88% of $E$, whereas $S$ is 85%. The difference arises because modified sites shield the material under them. Bare sputtering within the full cycle is $\beta-rM=0.084-0.04\times0.654=0.058$ nm/cycle, less than the 0.084 nm/cycle of the ion-only control. The synergy subtracts the whole control loss. It therefore measures departure from additivity, which is what your three runs can determine without a model of the surface.

For your first data set, the answer is $S=(85.0\pm0.3)\%$, with ion-only etching as the larger of the two departures from the ideal.

All numerical values are calculated from the stated model.
